# Does a zero crossing test the universal repulsive tail? Two magnesium atoms

## Problem

Simulations of ion implantation commonly describe the repulsion between two atoms by the universal screened potential. For two identical atoms of atomic number $Z$ it is

$$V_U(r)=\frac{Z^2e^2}{4\pi\varepsilon_0 r}\,\varphi\!\left(\frac ra\right),\qquad a=\frac{0.8854\,a_0}{2Z^{0.23}},$$

$$\varphi(x)=0.18175\,e^{-3.19980x}+0.50986\,e^{-0.94229x}+0.28022\,e^{-0.40290x}+0.02817\,e^{-0.20162x},$$

where $a_0$ is the Bohr radius. It contains no attraction. One might add the London dispersion energy $-C_6/r^6$, find where the sum passes through zero, and compare that distance with the true crossing of the pair. A crossing too far out would then be read as a sign that the universal tail is too repulsive.

Examine this argument for two free magnesium atoms ($Z=12$) in their ground states, with fixed nuclei and the energy zero at infinite separation.

1. For which $C_6$ does $V_U-C_6/r^6$ have a zero, and where is the outer one?
2. Estimate $C_6$ for magnesium. Does the sum cross zero?
3. What changes when the dispersion energy is damped at short range?
4. Is the universal tail too strong or too weak for this pair?

## Solution

### 1. The condition for a crossing

Setting the sum to zero and multiplying by $r^6$ gives

$$r^6V_U(r)=C_6 .$$

The left side is continuous and positive. It vanishes as $r\to0$, where it behaves as $r^5$, and as $r\to\infty$, where the exponentials win. It therefore has a maximum, and a zero exists if and only if

$$C_6\le\max_r\left[r^6V_U(r)\right].$$

Below the maximum there are at least two zeros. The innermost is an artefact: $-C_6/r^6$ has been carried to distances where it would overwhelm even the nuclear repulsion. The outer zero is the one of interest.

For an explicit formula, keep the slowest exponential alone:

$$V_U\simeq\frac Ar e^{-kr},\qquad A=0.02817\,\frac{Z^2e^2}{4\pi\varepsilon_0},\qquad k=\frac{0.20162}{a}.$$

For magnesium $12^{0.23}=1.771$, so $a=0.8854\times0.05292/(2\times1.771)=0.01323$ nm and $k=15.24$ nm$^{-1}$. With $e^2/4\pi\varepsilon_0=1.440$ eV nm, $A=0.02817\times144\times1.440=5.841$ eV nm.

The zero condition becomes

$$r^5e^{-kr}=\frac{C_6}{A}.$$

The logarithm of the left side, $5\ln r-kr$, has derivative $5/r-k$. The peak is therefore at $r=5/k=0.328$ nm, and its height gives the condition

$$C_6\le A\left(\frac{5}{ek}\right)^5 ,$$

where $e$ in the bracket is the base of natural logarithms. Numerically $5/(2.718\times15.24)=0.1207$ nm, whose fifth power is $2.56\times10^{-5}$ nm$^5$, so the bound is $0.150$ meV nm$^6$. The next exponential still adds about 7% to the potential at this distance. The full function gives $0.162$ meV nm$^6$, and this is the value used below.

To locate the outer zero, take the positive fifth root and multiply by $-k/5$:

$$r e^{-kr/5}=\left(\frac{C_6}{A}\right)^{1/5}
\quad\Longrightarrow\quad
ye^y=-\frac k5\left(\frac{C_6}{A}\right)^{1/5},\qquad y=-\frac{kr}{5}.$$

The solution of $ye^y=s$ is the Lambert function $W(s)$. The outer zero has $r>5/k$, hence $y<-1$, which selects the branch $W_{-1}$:

$$R=-\frac5k\,W_{-1}\!\left[-\frac k5\left(\frac{C_6}{A}\right)^{1/5}\right].$$

Differentiating $5\ln R-kR=\ln C_6-\ln A$ at fixed $k$ shows how the zero moves:

$$\left(\frac5R-k\right)dR=d\ln C_6-d\ln A
\quad\Longrightarrow\quad
\frac{\partial R}{\partial\ln C_6}=-\frac{1}{k-5/R}=-\frac{\partial R}{\partial\ln A}.$$

The denominator is positive for the outer zero, so weaker dispersion and stronger repulsion both move it outward. Take two round model values on the magnesium tail. For $C_6=0.08$ meV nm$^6$ the full potential crosses at $0.521$ nm, and for $0.04$ meV nm$^6$ at $0.627$ nm. Halving $C_6$ has moved the zero by more than $0.1$ nm with the repulsion unchanged. In the single-exponential regime, doubling $A$ would have done the same.

This is the first weakness of the proposed argument. At fixed $k$ the crossing depends on $C_6/A$ alone, so it cannot say which of the two is wrong.

### 2. The dispersion coefficient of magnesium

Let the atoms lie a distance $R$ apart along $z$, far enough for their charge clouds not to overlap. Let $x_1,y_1,z_1$ be the summed electron coordinates of atom 1 relative to its nucleus, and likewise for atom 2. The leading coupling is that of two dipoles:

$$\hat V=\frac{q}{R^3}\left(x_1x_2+y_1y_2-2z_1z_2\right),\qquad q=\frac{e^2}{4\pi\varepsilon_0}.$$

The ground state of each atom is spherical and has no mean dipole. The first-order energy therefore vanishes, and so does every matrix element in which one atom alone is excited. In second order both atoms are excited, to states $m$ and $n$ with excitation energies $E_m$ and $E_n$:

$$\Delta E=-\sum_{m,n}\frac{|\langle mn|\hat V|00\rangle|^2}{E_m+E_n}.$$

The states reached by a dipole operator come in threefold sets, one member for each of $x$, $y$ and $z$. The three terms of $\hat V$ thus lead to different final states and do not interfere. By symmetry they have equal strengths apart from the squared coefficients $1+1+4=6$. With $z_m=\langle m|z|0\rangle$ and $m,n$ now running over the $z$ members alone,

$$\Delta E=-\frac{C_6}{R^6},\qquad C_6=6q^2\sum_{m,n}\frac{|z_m|^2|z_n|^2}{E_m+E_n}.$$

London's estimate follows when all excitations are given one mean energy $\bar E$. A static field $F$ along $z$ adds $eFz$ to the energy of the electrons and lowers the ground state by $e^2F^2\sum_m|z_m|^2/E_m$. Equating this to $\tfrac12\alpha F^2$ and dividing $\alpha$ by $4\pi\varepsilon_0$ gives the polarizability volume

$$\alpha'=2q\sum_m\frac{|z_m|^2}{E_m}\simeq\frac{2q}{\bar E}\sum_m|z_m|^2 .$$

Hence $\sum_m|z_m|^2=\alpha'\bar E/2q$, and

$$C_6\simeq\frac{6q^2}{2\bar E}\left(\frac{\alpha'\bar E}{2q}\right)^2=\frac34\,\alpha'^2\bar E .$$

London's choice is to set $\bar E$ equal to the ionization energy $I$.

The atomic data come from a full configuration-interaction calculation for the two valence electrons, with the inner ten frozen in their Hartree-Fock orbitals. It uses a finite basis of s, p, d and f functions and omits core polarization and relativity. It gives $\alpha'=0.01114$ nm$^3$ and $I=7.52$ eV. A larger basis, with the core orbitals free to respond to the field, changes $\alpha'$ by about 0.3%. London's estimate is

$$C_6\simeq0.75\times(0.01114)^2\times7.52\ \text{eV nm}^6=0.70\ \text{meV nm}^6 .$$

The explicit double sum over the same atomic states gives $0.405$ meV nm$^6$ (a larger basis lowers this by about 1%). The mean energy that would reproduce it is $0.405\times10^{-3}/(0.75\times0.01114^2)=4.35$ eV, well below the ionization energy. This is why London's estimate is too high here.

Both values exceed the bound of $0.162$ meV nm$^6$, the better one by a factor of 2.5 and London's by 4.3. **The undamped sum is attractive at every separation, and there is no crossing to compare.** The computed $C_6$ would have to fall by 60% before one appeared. The basis is not the main error in these atomic data. Accepted values, which include the omitted core polarization and relativity, are about $0.0106$ nm$^3$ for $\alpha'$ and $0.375$ meV nm$^6$ for $C_6$, some 5% and 7% lower. That $C_6$ still exceeds the bound by a factor of 2.3, and it would move the damped crossings of the next section outward by about $0.01$ nm. The next multipole term, $-C_8/r^8$, is also attractive and cannot restore it.

### 3. Damped dispersion

The form $-C_6/r^6$ assumes that the charge clouds do not overlap. A common repair is the Tang–Toennies damping function

$$f_6(x)=1-e^{-x}\sum_{n=0}^{6}\frac{x^n}{n!},\qquad x=br,$$

with an inverse length $b$. Writing $1=e^{-x}\sum_{n=0}^\infty x^n/n!$ shows that

$$f_6(x)=e^{-x}\sum_{n=7}^\infty\frac{x^n}{n!}\simeq\frac{x^7}{5040}\quad(x\ll1).$$

The damped energy $-f_6C_6/r^6$ therefore goes to zero linearly in $r$ at short range, while $V_U$ diverges, so repulsion wins there. At large $r$, $f_6\to1$ and dispersion wins. At least one crossing must exist. With $C_6=0.405$ meV nm$^6$ held fixed, one is found between $0.03$ and $1.5$ nm for each of three round values of $b$:

| Dispersion energy | Crossing (nm) |
|---|---|
| undamped | none |
| $b=15$ nm$^{-1}$ | 0.384 |
| $b=20$ nm$^{-1}$ | 0.302 |
| $b=25$ nm$^{-1}$ | 0.233 |

The middle row can be checked by hand at $r=0.30$ nm, where $x=6$. The sum from $n=0$ to 6 is $244.6$ and $e^{-6}=0.002479$, so $f_6=0.394$. The damped energy is $0.394\times0.4049/0.30^6=219$ meV in magnitude. The universal repulsion there is $222$ meV, so the zero lies just beyond $0.30$ nm.

The choice of $b$ is not settled by the problem. Damping and repulsion both arise from the overlap of the charge clouds, so $b$ may be estimated from the decay rate of the repulsion. The Hartree-Fock repulsion in the next section falls from $432$ to $61.6$ meV between $0.30$ and $0.40$ nm, a mean decay rate of $\ln(432/61.6)/0.10=19.5$ nm$^{-1}$, which suggests $b\approx20$ nm$^{-1}$. This is only an estimate. The universal potential falls at $\ln(222/33.6)/0.10=18.9$ nm$^{-1}$ over the same interval, while its slowest exponential, taken without the factor $1/r$, has $k\approx15$ nm$^{-1}$. Lowering $b$ from $20$ to $15$ nm$^{-1}$ moves the crossing outward by $0.08$ nm.

### 4. Direct comparison of the repulsion

The repulsion to which dispersion should be added can be computed separately. The Hartree-Fock interaction energy of the pair contains electrostatics, exchange repulsion and induction, but no dispersion, because dispersion arises from correlated fluctuations on the two atoms. The remainder, here called the correlation part, comes from coupled-cluster theory with single, double and perturbative triple excitations, CCSD(T), with frozen cores. It contains dispersion together with changes in the correlation within each atom. Each free atom is evaluated in the full basis of the pair, so that neither gains energy merely by borrowing its partner's functions.

| $r$ (nm) | $V_U$ (meV) | Hartree-Fock (meV) | ratio | CCSD(T) total (meV) |
|---|---|---|---|---|
| 0.30 | 222 | 432 | 0.51 | 190 |
| 0.35 | 84.4 | 155.9 | 0.54 | 13 |
| 0.40 | 33.6 | 61.6 | 0.55 | −22 |
| 0.50 | 5.75 | 10.2 | 0.56 | – |
| 0.65 | 0.45 | 0.52 | 0.86 | – |
| 0.80 | 0.037 | 0.019 | 2.0 | – |

In the finite basis used here, the CCSD(T) total crosses zero at $0.360$ nm; adding an f shell to each atom moves this point inward by about $0.02$ nm, and the measured well suggests a larger total shift, as discussed below. There the Hartree-Fock repulsion and the correlation attraction cancel, each being $128$ meV in magnitude. The universal potential supplies $70$ meV, or 54% of the Hartree-Fock value (a triple-zeta basis with diffuse functions and an f shell lowers the Hartree-Fock value there by about 2%, to $126$ meV, and the share becomes 55%). From $0.30$ to $0.50$ nm **the universal tail is too weak for magnesium by nearly a factor of two**. This factor is measured against the Hartree-Fock energy, in which induction already offsets part of the repulsion. Holding the atomic orbitals frozen can only raise the energy, because the Hartree-Fock solution is the lowest one for a single determinant. Measured against that first-order repulsion, the deficit is much larger: at $0.36$ nm the frozen-orbital repulsion is about $300$ meV, more than twice the Hartree-Fock value, and the universal potential supplies less than a quarter of it. The sign of the verdict is the same for both references, but the factor is not.

The crossings alone would not have settled this, because they depend on $b$. With $b=15$ nm$^{-1}$ the model crosses at $0.384$ nm, outside the reference, which the proposed argument would read as excessive repulsion. With $b=20$ nm$^{-1}$ it crosses at $0.302$ nm, inside the reference, which would be read as deficient repulsion. The tail is the same in both cases.

The size of the error shows at $r=0.35$ nm with $b=20$ nm$^{-1}$. Here $x=7$, $f_6=0.550$, and the damped dispersion energy is $-0.550\times0.4049/0.35^6=-121$ meV. Added to the Hartree-Fock repulsion it gives $+35$ meV; added to the universal potential it gives $-37$ meV. The difference of $72$ meV is the repulsion missing from the universal potential.

The verdict depends on what $V_U$ is asked to represent. If it stands alone for the whole interaction, it is too repulsive at $0.40$ nm, where it gives $+34$ meV against a total of $-22$ meV. That is the absence of attraction, not an excess in the repulsive part.

Far out the order reverses, somewhere between $0.65$ and $0.80$ nm. Over that interval the Hartree-Fock energy decays at a mean rate of $\ln(0.524/0.0187)/0.15=22$ nm$^{-1}$, and the universal potential at $\ln(0.448/0.0370)/0.15=17$ nm$^{-1}$. The universal tail is thus too long-ranged as well as too weak at moderate distance. The energies involved are below $1$ meV, and the last Hartree-Fock value rests on the outermost basis functions. A larger basis changes the Hartree-Fock energy by about 3% at $0.50$ nm, 1% at $0.65$ nm and 7% at $0.80$ nm, where the ratio becomes 1.9 instead of 2.0. The reversal remains.

### How firm the reference is

The pair calculation uses s, p and d functions and omits f functions, core correlation and relativity. Its crossing is a computed reference, not a measured distance. A larger basis would be expected to deepen the correlation attraction. To see the effect, let the Hartree-Fock part decay locally as $e^{-\beta r}$ and the correlation part as $e^{-\gamma r}$. Between $0.35$ and $0.40$ nm the Hartree-Fock values give $\beta=\ln(155.9/61.6)/0.05=18.6$ nm$^{-1}$. The correlation energies, $-142.8$ and $-83.7$ meV, give $\gamma=10.7$ nm$^{-1}$. If the attraction grows by a small fraction $\delta$, equality of the two parts requires

$$-\beta\,d\sigma=\delta-\gamma\,d\sigma\quad\Longrightarrow\quad d\sigma=-\frac{\delta}{\beta-\gamma},$$

where $\sigma$ is the crossing distance. Ten per cent more attraction moves it inward by about $0.013$ nm to first order, and by $0.011$ nm on smooth curves through the three computed points.

Adding a single f shell to each atom deepens the attraction at $0.36$ nm from $128$ to $150$ meV, which moves the crossing to about $0.34$ nm. The measured well of the free pair suggests a larger total deficit, to which the remaining basis error, core correlation and relativity may all contribute. It is roughly $50$ meV deep near $0.39$ nm, against $22$ meV computed at $0.40$ nm. If the Hartree-Fock part is kept, the correlation attraction of $84$ meV would have to grow by about a third. For a change this large $\delta$ is replaced by $\ln(1+\delta)$, and the faster decay of the Hartree-Fock part at shorter distances must be included. Smooth curves through the three computed points then give a shift of about $0.03$ nm, to a crossing at roughly $0.33$ nm. That still lies between the model crossings for $b=20$ and $b=15$ nm$^{-1}$. The ratio of universal to Hartree-Fock repulsion there is between 0.51 and 0.54, so the conclusion does not depend on this shift.

The dispersion model is less secure. At the reference crossing the undamped $C_8/r^8$ term is 1.5 times the $C_6/r^6$ term. The multipole series is not usefully convergent there, and a damped $C_6$ term alone is a crude description. Adding a damped $C_8$ term at fixed $b$ moves the model crossings inward, since it makes the sum negative at and beyond the old zero. For the three values of $b$ in the table the shift is between $0.04$ and $0.08$ nm, as large as the differences discussed above.

### The real material

In implantation the tail matters little to the hard collisions. In a head-on collision at $100$ eV in the centre-of-mass frame, or $200$ eV for a moving atom striking an equal one at rest, the universal potential gives a closest approach of $0.077$ nm. The damped dispersion energy with $b=20$ nm$^{-1}$ is 2% of the collision energy there. Implantation energies are typically in the keV range and above, where head-on encounters reach still smaller distances.

The tail becomes relevant when atoms have slowed to a few eV or less, and during annealing. In solid magnesium, however, the assumption of two free atoms fails. With a rough atomic volume of $0.023$ nm$^3$ and two conduction electrons per atom, the Thomas–Fermi screening length is $0.055$ nm, far below the crossing distance. Neighbours in the metal are roughly $0.32$ nm apart, well inside the energy minimum of the free pair near $0.39$ nm. The cohesion of the metal comes from electrons shared among many atoms, so the free-pair crossing cannot be corrected by a small shift to serve the solid; a potential made for the metal is needed. Even for a free pair, the well of a few tens of meV is of the order of the thermal energy, $26$ meV at $300$ K.

Most of the values used here are collected in the numerical output.

## Computed values

```
screening length a = 0.01323 nm
tail decay constant k = 15.242 1/nm
tail prefactor A = 5.8412 eV nm
peak position 5/k = 0.3280 nm
C6 bound, slowest exponential = 0.1495 meV nm^6
C6 bound, full universal = 0.1618 meV nm^6
model C6 = 0.04 meV nm^6: full crossing 0.6272 nm, Lambert 0.6271 nm
model C6 = 0.08 meV nm^6: full crossing 0.5212 nm, Lambert 0.5205 nm
dR/dlnC6 at first model: numeric -0.1373 nm, formula -0.1375 nm
Mg polarizability volume = 11.137 x 1e-3 nm^3
Mg polarizability = 75.16 atomic units
Mg ionization energy, valence CI = 7.519 eV
Mg C6, sum over states = 677.7 atomic units
Mg C6, sum over states = 0.4049 meV nm^6
Mg C6, London estimate = 0.6995 meV nm^6
C6 / full bound = 2.502
London C6 / full bound = 4.322
damping b = 15 1/nm: crossing = 0.3842 nm
damping b = 20 1/nm: crossing = 0.3019 nm
damping b = 25 1/nm: crossing = 0.2331 nm
r = 0.30 nm: HF 431.78, correlation -241.91, total 189.87 meV
r = 0.35 nm: HF 155.94, correlation -142.77, total 13.16 meV
r = 0.40 nm: HF 61.59, correlation -83.65, total -22.06 meV
reference crossing, CCSD(T) = 0.3602 nm
HF repulsion at that crossing = 128.29 meV
universal at that crossing = 69.73 meV
universal/HF at that crossing = 0.544
r = 0.30 nm: universal 222.0032 meV, HF 431.7762 meV, ratio 0.514
r = 0.35 nm: universal 84.3660 meV, HF 155.9388 meV, ratio 0.541
r = 0.40 nm: universal 33.6041 meV, HF 61.5867 meV, ratio 0.546
r = 0.50 nm: universal 5.7540 meV, HF 10.2444 meV, ratio 0.562
r = 0.65 nm: universal 0.4479 meV, HF 0.5238 meV, ratio 0.855
r = 0.80 nm: universal 0.0370 meV, HF 0.0187 meV, ratio 1.981
bare C8 term / C6 term at reference crossing = 1.489
thermal energy at 300 K = 25.85 meV
rough atomic volume of the metal = 0.023 nm^3
Thomas-Fermi length in the metal = 0.0551 nm
head-on closest approach at 100 eV = 0.0773 nm
damped dispersion share there, b = 20 1/nm = 2.09 %
```
